# Hole and electron pockets of a folded square-lattice band

## Problem

Electrons move on a square lattice of spacing $a$ with the band

$$\varepsilon(\mathbf k)=-2t(c_x+c_y)+4t'c_xc_y,\qquad c_x=\cos k_xa,\quad c_y=\cos k_ya .$$

The nearest-neighbour amplitude is $-t$ and the diagonal amplitude is $+t'$, with $0<t'<t/2$. A static staggered field adds the energy $\pm\Delta(-1)^{x+y}$ at site $(x,y)$, with opposite signs for the two spins and $\Delta>0$. The temperature is zero and there are $n=1-p$ electrons per site. Take the round values $t=0.40$ eV, $t'=0.12$ eV, $a=0.40$ nm and $p=0.10$.

1. Which pockets exist at $\Delta=0.06$ eV and at $\Delta=0.20$ eV, and how large are they?
2. At which field $\Delta_c$ does the set of pockets change?
3. Without the field, the empty part of the zone counts $1+p$ holes per site. How can the pockets count $p$, when no electron has been added or removed?

## A tempting solution

The field doubles the unit cell and splits the band in two. At every $\mathbf k$ the two new bands are at least $2\Delta$ apart. The lower one holds one electron per site when full, so $1-p$ electrons leave $p$ holes in it and the upper band is empty. The holes sit in four equal pockets of the full zone, each with the fraction $p/4=0.025$ of the zone area. This holds for any $\Delta>0$, so the two fields give the same pockets and there is no $\Delta_c$.

## Where it fails

The step from "at least $2\Delta$ apart at every $\mathbf k$" to "the upper band is empty" is wrong. A separation at each $\mathbf k$ does not prevent the bottom of the upper band at one $\mathbf k$ from lying below the top of the lower band at another. If the chemical potential also lies above the bottom of the upper band, electrons occupy that band and the lower one has more than $p$ holes. The band edges and the filling together decide the matter.

## The folded bands

The field is proportional to $e^{i\mathbf Q\cdot\mathbf r}$ with $\mathbf Q=(\pi,\pi)/a$, so it couples $\mathbf k$ to $\mathbf k+\mathbf Q$. A second shift by $\mathbf Q$ leads back to $\mathbf k$, up to a reciprocal lattice vector. For one spin the Hamiltonian is therefore

$$\begin{pmatrix}\varepsilon(\mathbf k)&\Delta\\ \Delta&\varepsilon(\mathbf k+\mathbf Q)\end{pmatrix}.$$

The shift reverses both cosines. With $s=c_x+c_y$ and $P=c_xc_y$, the diagonal entries are $4t'P\mp2ts$. Their mean is $4t'P$ and half their difference has magnitude $2t|s|$, so

$$E_\pm=4t'P\pm R,\qquad R=\sqrt{4t^2s^2+\Delta^2}.$$

The other spin has $-\Delta$ and the same energies. Since $\mathbf k$ and $\mathbf k+\mathbf Q$ describe the same pair of states, each pair is counted once, in a reduced zone of half the full area.

**Top of the lower band.** Let $d=c_x-c_y$. Then $4P=s^2-d^2\le s^2$, so $E_-\le t's^2-R$. This is at most $-\Delta$ if $t's^2+\Delta\le R$. Both sides are positive, and squaring gives

$$t'^2s^4+2t'\Delta s^2\le4t^2s^2 .$$

Since $s^2\le4$, this holds whenever $\Delta\le2(t^2-t'^2)/t'$, which is 2.4 eV here. The value $-\Delta$ is reached at $s=d=0$, the point $(\pi/2,\pi/2)/a$ and its three mirror images.

**Bottom of the upper band.** From $(1-c_x)(1-c_y)\ge0$ follows $P\ge s-1$, and from $(1+c_x)(1+c_y)\ge0$ follows $P\ge-s-1$. Together they give $P\ge|s|-1$, hence

$$E_+\ge4t'(|s|-1)+R\ge\Delta-4t' .$$

Equality holds at $s=0$, $P=-1$, which means $(\pi,0)/a$ and $(0,\pi)/a$. These two points differ by $\mathbf Q$ up to a reciprocal lattice vector.

The bands overlap in energy when $\Delta-4t'<-\Delta$, that is, for $\Delta<2t'=0.24$ eV. Both fields of the problem lie in this range, so the filling must also be used.

## How many pockets

Hole pockets are the regions with $E_->\mu$, where $\mu$ is the chemical potential. To see whether they touch, look at the line $k_x=0$. With $u=1+c_y$ the lower band there is

$$E_-=-4t'+4t'u-\sqrt{4t^2u^2+\Delta^2}.$$

This is a concave function of $u$. Its derivative vanishes when the square root equals $t^2u/t'$. Squaring gives $u^2t^2(t^2-4t'^2)=t'^2\Delta^2$, and inserting this $u$ gives the bound

$$E_-\le E_s=-4t'-\Delta\sqrt{1-4t'^2/t^2}.$$

The lines $k_y=0$, $k_x=\pi/a$ and $k_y=\pi/a$ obey the same bound, by symmetry and by the shift $\mathbf Q$. If $\mu>E_s$, no hole region crosses these lines, and each stays in its own quadrant of the full zone. Here $E_s<-4t'=-0.48$ eV, and every $\mu$ found below is higher than that.

Within a quadrant the region is a single piece. At fixed $s$, $E_-=t'(s^2-d^2)-R$ falls as $d^2$ grows, so every point of the region connects to the line $d=0$. On that line the derivative with respect to $s^2$ is $t'-2t^2/R$. It is negative because $R<2t^2/t'=2.7$ eV for the fields used, so the region also connects to $s=0$. The full zone has four hole pockets and the reduced zone has two.

Electron pockets have $E_+<\mu$. For $\mu<\Delta$ this requires $P<0$, so the two cosines have opposite signs. At fixed $s$, $E_+$ falls as $|d|$ grows to its limit $2-|s|$. Along that limit it falls further towards $s=0$. Every such region is thus connected to $(\pi,0)/a$ or $(0,\pi)/a$. The full zone has two electron pockets and the reduced zone has one.

## What the pockets count

Let $a_h$ and $a_e$ be the areas of one hole pocket and one electron pocket, each divided by the full zone area $(2\pi/a)^2$. The full zone contains one $\mathbf k$ per site and spin. The lower band fills the fraction $\tfrac12-2a_h$ and the upper band the fraction $a_e$, so with two spins

$$n=2\left(\tfrac12-2a_h+a_e\right)=1-4a_h+2a_e .$$

Setting $n=1-p$ gives

$$\boxed{4a_h-2a_e=p}$$

The hole pockets alone count $p$ when $a_e=0$. Otherwise it is the difference that counts $p$.

Without the field there is one hole surface around $(\pi,\pi)/a$, with area fraction $a_0$. Then $n=2(1-a_0)$ and $2a_0=1+p$. These empty states do not disappear on folding. The lower band has $4a_h$ empty states per site and the upper band has $1-2a_e$. Their sum is $1+4a_h-2a_e=1+p$. The pocket count omits the one state per site that an empty upper band contributes.

The limit $\Delta\to0$ shows the same thing geometrically. Draw the unfolded hole region and its copy shifted by $\mathbf Q$, each of area fraction $a_0$. Where they overlap, both bands are empty, and this overlap has area $4a_h$. Outside both regions both bands are filled, and this part has area $2a_e$. The union of the two regions and the outside make up the whole zone:

$$(2a_0-4a_h)+2a_e=1\quad\Rightarrow\quad4a_h-2a_e=2a_0-1=p .$$

For the given parameters, sampling the zone on a fine grid gives $0.1424-0.0424=0.1000$. Even an infinitesimal field leaves electron pockets here.

## The critical field

Electron pockets are about to appear when $\mu=\Delta-4t'$. At this $\mu$ the hole region $E_->\mu$ is

$$4t'(1+P)>\Delta+\sqrt{4t^2s^2+\Delta^2}.$$

The right side grows with $\Delta$ at every $\mathbf k$, so the region shrinks steadily. Call its count $h(\Delta)=4a_h$. At $\Delta=2t'$ the level $\Delta-4t'$ equals the top of the lower band, so $h=0$. At $\Delta=0$ the level is $-4t'$, the energy of the unfolded saddle point at $(\pi,0)/a$. There $a_e=0$, so $h(0)$ is the doping $p_{\rm vH}$ at which the unfolded Fermi level meets the saddle. The grid gives $p_{\rm vH}=0.2737$.

For $0<p<p_{\rm vH}$ there is thus one field with $h(\Delta_c)=p$. At fixed $\Delta$, raising $\mu$ lowers the doping. Hence $\mu$ lies above the upper band's bottom if $p<h(\Delta)$, which means $\Delta<\Delta_c$. Solving $h(\Delta_c)=0.10$ numerically gives

$$\Delta_c=0.1308\ \text{eV},\qquad\mu=0.1308-0.48=-0.3492\ \text{eV}.$$

This is well below the overlap limit of 0.24 eV, because doping lowers $\mu$ away from the top of the lower band.

**Small doping.** Put $\mathbf k=(\pi/2,\pi/2)/a+\mathbf q$. To leading order $s=-a(q_x+q_y)$, $P=a^2q_xq_y$ and $R=\Delta+2t^2s^2/\Delta$. With $q_\parallel=(q_x+q_y)/\sqrt2$ and $q_\perp=(q_x-q_y)/\sqrt2$,

$$E_-=-\Delta-\left(\frac{4t^2}{\Delta}-2t'\right)a^2q_\parallel^2-2t'a^2q_\perp^2 .$$

The contour $E_-=\mu$ is an ellipse of area

$$\frac{\pi(-\Delta-\mu)}{a^2\sqrt{2t'(4t^2/\Delta-2t')}} .$$

At $\Delta_c$ this must equal $(p/4)(2\pi/a)^2=\pi^2p/a^2$. There $-\Delta-\mu=4t'-2\Delta_c$, and for small $p$ the root may be taken at $\Delta=2t'$, where it is $2\sqrt{t^2-t'^2}$. Hence

$$\Delta_c\approx2t'-\pi p\sqrt{t^2-t'^2}.$$

At $p=0.001$ this gives 0.23880 eV, the same as the numerical solution to the digits shown. At $p=0.10$ it gives 0.1201 eV, 8% below the numerical $\Delta_c$.

## The numbers

For each field, $\mu$ follows from filling the lowest states on a grid of $1500\times1500$ points in one quadrant. The contour at that $\mu$ is then traced outward from each pocket centre to obtain its area. The last column is formed from the unrounded areas.

| $\Delta$ (eV) | $\mu$ (eV) | $4a_h$ | $2a_e$ | difference |
|---|---|---|---|---|
| 0.03 | −0.3619 | 0.1387 | 0.0387 | 0.1000 |
| 0.06 | −0.3599 | 0.1304 | 0.0304 | 0.1000 |
| 0.09 | −0.3565 | 0.1191 | 0.0191 | 0.1000 |
| 0.15 | −0.3606 | 0.1000 | 0 | 0.1000 |
| 0.20 | −0.3932 | 0.1000 | 0 | 0.1000 |
| 0.30 | −0.4668 | 0.1000 | 0 | 0.1000 |

At $\Delta=0.06$ eV both kinds of pocket exist, with $a_h=0.0326$ and $a_e=0.0152$. The tempting value $a_h=0.025$ is too small, since the true pocket is 30% larger than that. At $\Delta=0.20$ eV there are hole pockets alone and $a_h=0.025$. The tempting solution is right there, although the bands still overlap in energy.

Above $\Delta_c$, and as long as the four hole pockets stay separate, the pocket area stays fixed while $\mu$ falls. Every lower-band energy $4t'P-R$ drops as $\Delta$ grows, and so does the level that leaves a fixed fraction of the band empty.

The full zone area is $(2\pi/a)^2=246.74\ \text{nm}^{-2}$. At $\Delta=0.20$ eV one hole pocket covers $0.025\times246.74=6.168\ \text{nm}^{-2}$. With two spins and two pockets in the reduced zone, the hole density is

$$\frac{2\times2\times6.168}{(2\pi)^2}\ \text{nm}^{-2}=0.625\ \text{nm}^{-2}=\frac{p}{a^2}.$$

The large surface at $\Delta=0$ covers $135.71\ \text{nm}^{-2}$ and gives $2\times135.71/(2\pi)^2=6.875\ \text{nm}^{-2}=(1+p)/a^2$. The two densities differ by a factor of 11 at the same electron number, because they are counted from different filled or empty bands.

## Range of validity

The result describes independent electrons in a static, perfectly periodic staggered field. For $p>p_{\rm vH}$ and weak field, $\mu$ can fall below $E_s$. The hole regions may then join across the quadrant lines, and the numbers of pockets used here no longer apply. A very strong field also changes them. At $\mathbf k=0$ the lower band has the energy $4t'-\sqrt{16t^2+\Delta^2}$, which exceeds $-\Delta$ once $\Delta>2(t^2-t'^2)/t'=2.4$ eV. On the line $d=0$ the energy $t's^2-R$ is convex in $s^2$, so its maximum lies at an end, and the top of the lower band is then at $(0,0)$ and $(\pi,\pi)/a$, on the quadrant lines. Since $\mu$ lies below the band top, holes reach these points already somewhat below 2.4 eV, so $\Delta_c$ is the change of pockets only among weaker fields such as those tabulated. The general statement that survives is that the empty part of the lower band minus the filled part of the upper band equals $p$ per site.

For light electron doping, $p<0$, and $\Delta>2t'$, the lower band is full and $a_h=0$. The same count then gives one electron pocket in the reduced zone with $a_e=|p|/2$, twice the area of each hole pocket at equal hole doping.

All numerical values are calculated from the stated model.
